The Barysz–Sadlej equation as a Riccati equation in the rotated frame

After the free-particle transformation of the one-electron Dirac Hamiltonian a coupling remains. If it is removed by iteration, one can stop at once, add a few iterations, or iterate to convergence. For the 1s level of Hg⁷⁹⁺, treated below, stopping at once costs 154 hartree relative to the four-component result in the same basis, and four iterations still leave 0.03 hartree, even when the energy is evaluated so that its error is quadratic in the error of the coupling. The equation being iterated decides what the converged answer means. It is the Riccati equation of exact decoupling, written in a rotated frame, so its electronic solution reproduces the four-component levels of the chosen basis.

**Setting and conventions**

With the rest energy mc² subtracted, the Dirac Hamiltonian is

H = [[V, D], [D, V − 2mc²]],  D = cσ·p.

V is a scalar Hermitian potential, the same in both diagonal blocks. Operators are finite matrices on momentum eigenfunctions, so functions of σ·p commute with one another but not with V. Define

E = √(m²c⁴ + c²p²),  K = D/(E + mc²),  A = (1 + K²)^(−1/2).

Since D² = c²p² = (E − mc²)(E + mc²), three relations follow:

DK = E − mc²  (1)

K² = (E − mc²)/(E + mc²),  A² = (E + mc²)/(2E)  (2)

D(1 − K²) = 2mc²K  (3)

For (3), note that 1 − K² = 2mc²/(E + mc²). Also ‖K‖ < 1 for any finite largest momentum.

A subspace is called a graph when its lower components are fixed by its upper ones. In the original frame write lower = X·upper; in the rotated frame write lower = Y·upper. Y is the residual coupling. The result to be derived is

EY + YE = G + [W, Y] + YGY  (4)

W = A(V + KVK)A,  G = A[V, K]A.

G is anti-Hermitian because [V, K]† = −[V, K]. Reversing the sign of the rotated lower component changes Y to −Y and G to −G, which leaves the form of (4) unchanged.

**First derivation: rotate, then decouple**

A free electron has lower = K·upper. This suggests the rotation

U₀ = [[A, −KA], [KA, A]],  U₀† = [[A, KA], [−KA, A]].

It is unitary: the diagonal blocks of U₀†U₀ are A²(1 + K²) = 1, and the off-diagonal ones cancel because A and K commute.

Let H act without V on the first column of U₀, (A; KA). The upper entry is DKA = (E − mc²)A by (1). The lower entry is (D − 2mc²K)A. Writing D = (E + mc²)K turns it into (E − mc²)KA. The column is therefore reproduced with the factor E − mc².

For the second column, (−KA; A), the upper entry is DA = (E + mc²)KA. The lower entry is −DKA − 2mc²A = −(E + mc²)A. This column is reproduced with the factor −(E + mc²). The kinetic part is thus diagonal, with entries E − mc² and −E − mc².

The potential gives four blocks:

upper left: AVA + KAVKA = W
upper right: −AVKA + KAVA = −G
lower left: −KAVA + AVKA = G
lower right: KAVKA + AVA = W

Hence

U₀†HU₀ = [[E − mc² + W, −G], [G, −E − mc² + W]].  (5)

The rotation removes the kinetic coupling. What remains, G, vanishes if V commutes with K, as a constant potential does.

Now require that the graph of Y be invariant under (5). Acting on (φ; Yφ), the upper row gives hφ, with

h = E − mc² + W − GY.  (6)

The lower row must equal Yhφ for every φ:

G + (−E − mc² + W)Y = Y(E − mc² + W − GY).

The term −mc²Y appears on both sides and cancels. Moving the terms with E to one side gives

EY + YE = G + WY − YW + YGY,

which is (4). The terms constant, linear and quadratic in Y come from the blocks of (5), as in any Riccati equation for an invariant graph.

**Second derivation: change the variable in the original equation**

This route starts from H itself. If the graph of X is invariant, the upper row gives the reduced operator V + DX. The lower row then requires D + (V − 2mc²)X = X(V + DX), or

F(X) = D + (V − 2mc²)X − XV − XDX = 0.  (7)

Subtract the free-particle part of X by the substitution

X = A(K + Y)(1 − KY)⁻¹A⁻¹.  (8)

For commuting quantities this is the addition formula for tangents, X = (K + Y)/(1 − KY): the free-particle angle is taken out and Y carries the rest. Define

N = A(1 − KY),  M = (1 − YK)A.

Then XN = A(K + Y) by construction. We also need MX = (K + Y)A. After multiplication by N from the right, this claim reads

(1 − YK)A²(K + Y) = (K + Y)A²(1 − KY).

The terms A²K cancel, and so do the terms −YKA²Y. The difference of the two sides is

A²Y − YK²A² − YA² + K²A²Y = A²(1 + K²)Y − YA²(1 + K²) = Y − Y = 0.

Both products can now be inserted in MF(X)N, which removes every inverse:

MF(X)N = (1 − YK)ADA(1 − KY) + (1 − YK)A(V − 2mc²)A(K + Y) − (K + Y)AVA(1 − KY) − (K + Y)ADA(K + Y).

Take the potential terms first, with v = AVA:

(vK + vY − YKvK − YKvY) − (Kv − KvKY + Yv − YvKY)
= (vK − Kv) + (v + KvK)Y − Y(v + KvK) + Y(vK − Kv)Y
= G + WY − YW + YGY.

The last step uses the commutation of A with K.

The kinetic terms are sorted by powers of Y:

- Without Y: A²[D(1 − K²) − 2mc²K] = 0, by (3).
- Quadratic: −YA²[D(1 − K²) − 2mc²K]Y = 0, for the same reason.
- Y on the right: −A²(2DK + 2mc²)Y = −2EA²Y = −(E + mc²)Y, by (1) and (2).
- Y on the left: −YA²(2DK − 2mc²K²). By (1) and (2) the bracket is 2(E − mc²)[1 − mc²/(E + mc²)] = 2E(E − mc²)/(E + mc²). With A² this gives −Y(E − mc²).

The two linear pieces add to −EY − YE. Therefore

MF(X)N = G + [W, Y] + YGY − EY − YE.  (9)

This is an identity for every Y with N invertible, whether or not Y solves anything. M is then invertible too, because

(1 − YK)⁻¹ = 1 + Y(1 − KY)⁻¹K,

as multiplication by 1 − YK confirms. So F(X) = 0 holds if and only if (4) holds. The two equations are one Riccati equation in two frames. The numerical check tested (9) with a random Y, for which the residual was 1.19 mc² and the two sides differed by about 10⁻¹⁵ mc².

**What each derivation assumes**

The first derivation assumes that the wanted subspace is a graph in the rotated frame. It never needs X. The second assumes that X exists and that the change of variable is allowed. Given X, the inverse rotation produces the upper part A(1 + KX) and the lower part A(X − K), so

Y = A(X − K)(1 + KX)⁻¹A⁻¹,

which requires 1 + KX to be invertible. The first route explains the blocks W and G. The second also relates the errors: an approximate Y corresponds to a definite approximate X, with residuals linked by (9).

Both routes use the same V in the two diagonal blocks and the commutation of D with E, K and A. With a magnetic vector potential, D becomes cσ·(p − qa), where q is the charge and a the vector potential. It no longer commutes with functions of the free momentum, so (4) fails if E, K and A are kept as defined above. Relations (1) to (3) need only D² = E² − m²c⁴, so (4) is recovered when E = √(m²c⁴ + D²), K and A are built from the field-dependent D.

Neither route selects the electronic solution, since any invariant graph satisfies the equation. A further condition is needed.

**Selecting the electronic solution**

For a given right-hand side S, EY + YE = S has the solution

Y = ∫₀^∞ e^(−Et) S e^(−Et) dt,

because the integrand of EY + YE is −d/dt[e^(−Et)Se^(−Et)]. It is unique: if EZ + ZE = 0, then e^(−Et)Ze^(−Et) is constant in t and tends to zero, so Z = 0. Since E ≥ mc², ‖Y‖ ≤ ‖S‖/(2mc²).

Let v₀ = ‖V‖. W and G are blocks of U₀†VU₀, so neither norm exceeds v₀. Inserting a Y with ‖Y‖ ≤ 1 on the right of (4) gives a new one of norm at most

(v₀ + 2v₀ + v₀)/(2mc²) = 2v₀/(mc²).

For two such inputs differing by δ, the commutator changes by at most 2v₀‖δ‖ and the quadratic term by at most 2v₀‖δ‖. The outputs therefore differ by at most (2v₀/mc²)‖δ‖. If v₀ < mc²/2, the iteration is a contraction of the unit ball, and exactly one solution has ‖Y‖ ≤ 1.

That solution is electronic. Scale the potential as λV, with λ from 0 to 1. The solution Y(λ) varies continuously from Y(0) = 0, and no level of H reaches −mc², because the free levels lie at least mc² away. Let P project on the graph and Π on the levels above −mc². They commute, so P(1 − Π) and (1 − P)Π are projectors. Both vary continuously and vanish at λ = 0. A nonzero projector has norm 1, so both remain zero and P = Π.

A periodic model well with plane-wave spinors illustrates this. Its potential matrix has norm 3429 hartree and mc² = 18779 hartree, so the contraction bound is 2 × 3429/18779 = 0.365. The largest observed ratio of successive changes was 0.066, and ten iterations sufficed. The first iterate has norm at most ‖G‖/(2mc²) = 422.4/37558 = 0.0112. The converged norm is 0.0101, against 0.388 for X. Exchanging one electronic state for a positronic one gave another solution of (4), with norm about 5000 and a level near −38300 hartree. A small residual alone is therefore no proof of the right branch.

**Size of Y and the equation with σ·p/p factored out**

For fixed momenta and potential, let c grow. Then K → σ·p/(2mc), A → 1 and E → mc². The terms [W, Y] and YGY are smaller than G by at least c⁻², so 2mc²Y ≈ G ≈ [V, σ·p]/(2mc). With p = −iħ∇, [V, p] = iħ∇V, and

Y ≈ iħσ·∇V/(4m²c³).

By contrast, X ≈ σ·p/(2mc). The residual coupling is driven by the force and is two powers of 1/c smaller. In the well, the relative deviation from this law fell from 0.0071 to 0.0018 when c was raised from 8 to 16 times its physical value. The ratio, 3.97, is close to the 4 expected of a c⁻² correction.

For p ≠ 0 the spin operator can be factored out. Put Q = σ·p/p, so Q² = 1, and write

Y = Qy,  K = Qk,  k = cp/(E + mc²),  Ṽ = QVQ = p⁻¹(σ·pVσ·p)p⁻¹.

Multiply (4) by Q from the left. The pieces become

QG = A(Ṽk − kV)A,  QWQ = A(Ṽ + kVk)A
W = A(V + kṼk)A,  GQ = A(Vk − kṼ)A,

and the equation reads

Ey + yE = QG + (QWQ)y − yW + y(GQ)y.  (10)

Besides the overlap of the basis functions, it needs only the integrals of p², V and σ·pVσ·p. In a basis that diagonalizes p², the left side is (Eᵢ + Eⱼ)yᵢⱼ, so each iteration is a set of matrix products followed by a division.

The operator h in (6) is not Hermitian, because φ omits the norm of the lower component. The full norm is φ†(1 + Y†Y)φ, and when Y solves (4), (1 + Y†Y)h is the Hermitian compression of (5) onto the graph. Hence

h₊ = (1 + Y†Y)^(1/2) h (1 + Y†Y)^(−1/2)

is Hermitian and has the same levels.

For an unconverged Y, compress (5) onto its graph and normalize. The electronic levels are the upper half of the finite spectrum, so eigenvalue interlacing places each approximate level at or below its four-component counterpart. The error is quadratic in the error of Y: in the exactly decoupled basis the approximate graph has a small coupling Z, and the compressed matrix differs from the electronic block by terms in Z†Z and Z†h₋Z, where h₋ is the positronic block. A tenfold larger error in Y raised the error of the lowest electronic level in the well by a factor of 100.1.

**Hg⁷⁹⁺ as a worked case**

Take one electron and a point nucleus with Z = 80, in 26 s-type Gaussians with exponents 40 × 2.2ⁿ bohr⁻², n = 0 to 25. Nuclear size, recoil and quantum-electrodynamic shifts are left out. The lower component is expanded in Q times the upper functions (restricted kinetic balance). For s functions the spin-orbit part of σ·pVσ·p vanishes, leaving p·Vp. The matrices of V and Ṽ come from separate integrals. The Hamiltonian matrix is then [[V, cp], [cp, Ṽ − 2mc²]], and rotating it with diagonal A and k gives (10) as a matrix equation.

The analytic 1s level is mc²(γ − 1), with γ = √(1 − (Z/c)²) in atomic units. Here c = 137.036 gives γ − 1 = −0.188094, and

18778.865 × (−0.188094) = −3532.192 hartree.

The four-component matrix gives −3532.190 hartree, so the basis error is 0.002 hartree. Start from y = 0 and, after each iteration, take the level from the normalized compression of the rotated Hamiltonian onto the graph of y. The errors relative to that matrix level are:

0 iterations: −154.24 hartree
1 iteration: −2.34 hartree
2 iterations: −0.57 hartree
3 iterations: −0.10 hartree
4 iterations: −0.03 hartree

The first value is 4.4% of the binding energy. All errors are negative, as interlacing requires of the compression. The lowest level of h in (6), which h₊ shares, has no such bound for an unconverged y: after 1 to 4 iterations it is off by +9.13, −6.77, +1.46 and −1.10 hartree. After four iterations the error is still about 15 times the basis error, so stopping there would waste the quality of this basis. Convergence of y to 10⁻¹² took 42 iterations and gave −3532.190 hartree, in agreement with the four-component matrix. The 2s level, −904.846 hartree, agrees as well. These figures depend slightly on the basis: with 45 Gaussians and a basis error of 0.00004 hartree, the first entry becomes −154.26 hartree, the others move by at most 0.003 hartree, and convergence takes 46 iterations.

The lower component carries 9.4% of the 1s norm in the original frame and 0.16% in the rotated one. The rotation has removed most of the coupling, but the remainder matters at this nuclear charge.

The contraction proof does not cover this case, because the Coulomb potential is unbounded and the norm of its matrix grows as tighter functions are added. Convergence here is a numerical finding for this ion and basis. In another system, the size of y and the absence of positronic levels in h₊ should be checked along with the residual.

Calculated quantities

```
speed of light c = 137.035999 a.u.;  c^2 = 18778.865 hartree
MODEL WELL (plane-wave spinors)
reciprocal constant g = 60.0 1/bohr; depth = 9000.0 hartree
shape kappa = [0.9, 0.6, 1.2], skew = 0.4, offset = [0.2, 0.1, 0.3] (units of g)
spinor functions per component = 54
largest momentum / (m c) = 0.9121
norm of V matrix = 3428.647 hartree
norm of G = 422.389 hartree
norm of X = 0.38775;  norm of Y = 0.010120
residual/c^2, rotated equation = 3.5e-15
residual/c^2, original equation = 3.8e-15
arbitrary Y: residual/c^2 = 1.1914, frame mismatch/c^2 = 9.0e-16
iterations to converge Y = 10
worst contraction ratio = 0.0660; bound = 0.3652
largest level error, decoupled vs 4-component = 2.4e-11 hartree
wrong branch: norm of Y = 4973.923, lowest level = -38299.04 hartree
energy-error ratio for 10 times larger Y error = 100.113
relative deviation from c^-3 law at 8c, 16c = 0.007109, 0.001789
ratio of these deviations = 3.9737
HG79+ (point nucleus)
Z = 80; Gaussians = 26; smallest exponent = 40.0 bohr^-2; ratio = 2.2
largest exponent = 1.454e+10 bohr^-2
1s energy after 0 iterations = -3686.430753 hartree; error = -154.240712 hartree
1s energy after 1 iterations = -3534.529562 hartree; error = -2.339522 hartree
1s energy after 2 iterations = -3532.762494 hartree; error = -0.572453 hartree
1s energy after 3 iterations = -3532.292842 hartree; error = -0.102801 hartree
1s energy after 4 iterations = -3532.221592 hartree; error = -0.031551 hartree
iterations to converge y = 42; norm of y = 0.10932
1s energy, converged y = -3532.190041 hartree = -96115.79 eV
1s energy, 4-component matrix = -3532.190041 hartree
1s energy, analytic Dirac = -3532.192093 hartree
2s energy, converged y = -904.845786 hartree
2s energy, 4-component matrix = -904.845786 hartree
2s energy, analytic Dirac = -904.847783 hartree
1s lower-component weight, original frame = 0.094047
analytic value (1-gamma)/2 = 0.094047
1s lower-component weight, rotated frame = 1.594e-03
```
